# Threshold voltage and minimum field for field-induced nucleation of conducting needles

## 1. The number to be explained

In the isolated-needle model computed here, for a film 10 nm thick, lengthening the delay before switching from 10 ns to 10 ms lowers the threshold voltage from 0.90 V to 0.50 V. A millionfold change in time changes the voltage by less than a factor of two. The cause is a nucleation barrier that falls somewhat faster than the reciprocal of the field and enters the delay through an exponential.

The film has thickness $L$ and permittivity $\varepsilon$, and lies between plane electrodes at fixed voltage $V=EL$. A conducting needle grows from one electrode as half of a prolate spheroid, with height $h$ and base radius $b$. The model assumes the following.

- The needle is an ideal conductor whose charge adjusts quickly compared with its growth. The host is a uniform dielectric.
- The needle–glass interface costs $\sigma$ per area. Replacing the glass–electrode contact by a needle–electrode contact costs nothing.
- Conductor minus glass has free-energy density $g$, negative if the conducting phase is stable at zero field.
- A needle whose base radius is below a minimum value does not conduct, and $b$ is set to that minimum. The tapering part above the base is taken to conduct. Without this cutoff the barrier found below would vanish as $b\to0$.

The example uses round parameters that represent no particular material: $\sigma=0.01$ J/m², $g=-5\times10^6$ J/m³, $b=0.5$ nm, relative permittivity 15, temperature 300 K.

## 2. Electrical energy of the needle

Put the electrode at $z=0$ and let the applied potential be $-Ez$. Reflecting the needle's charge with opposite sign in this electrode completes the spheroid, so first consider a whole spheroid with the other electrode far away. Its foci are at $z=\pm c$, with $c^2=h^2-b^2$.

Try a line charge $\lambda(z')=kz'$ between the foci. At a surface point, the distances to the foci are
$$r_\pm=h\mp cz/h .$$
With $r$ the distance from the source point $z'$, two integrals are needed:
$$\int_{-c}^{c}\frac{dz'}{r}=\ln\frac{c-z+r_+}{-c-z+r_-}
=\ln\frac{(h+c)(1-z/h)}{(h-c)(1-z/h)}=\ln\frac{h+c}{h-c},$$
$$\int_{-c}^{c}\frac{z'-z}{r}\,dz'=r_+-r_-=-\frac{2cz}{h}.$$
Writing $z'=z+(z'-z)$, the potential of the line charge on the surface is
$$\frac{kz}{4\pi\varepsilon}\left[\ln\frac{h+c}{h-c}-\frac{2c}{h}\right].$$
It is proportional to $z$ and can therefore cancel $-Ez$ over the whole surface, which fixes $k$. For $h\gg b$, $c\simeq h$ and $h-c\simeq b^2/(2h)$, so the bracket becomes $\ln(4h^2/b^2)-2=2\Lambda$, where
$$\Lambda=\ln\frac{2h}{b}-1 .$$
Hence $k=2\pi\varepsilon E/\Lambda$, and the dipole moment of the whole spheroid is
$$p=\int_{-c}^{c}kz'^2dz'\simeq\frac{4\pi\varepsilon h^3E}{3\Lambda}.$$
It depends on the radius through the logarithm only, whereas the volume of the needle varies as $b^2$.

Next comes the energy at fixed voltage. By Green's reciprocity with the auxiliary potential $z/L$, a charge $q$ at height $z$ between grounded plates induces $-qz/L$ on the far plate. The real half-needle has moment $p/2$, so the charge drawn from the source grows by $\Delta Q=p/(2L)$. The stored energy rises by $V\Delta Q/2$ while the source supplies $V\Delta Q$. The free energy of film plus source therefore changes by
$$-\frac{V\Delta Q}{2}=-\frac{pE}{4}=-\frac{\pi\varepsilon E^2h^3}{3\Lambda}.$$

## 3. The barrier

The profile is $\rho(z)=b\sqrt{1-z^2/h^2}$. For a slender needle the lateral area is $\int_0^h2\pi\rho\,dz=\pi^2bh/2$; the volume is $\int_0^h\pi\rho^2dz=2\pi b^2h/3$. The total free energy is
$$G(h)=Ah-\frac{\pi\varepsilon E^2h^3}{3\Lambda},\qquad
A=\frac{\pi^2b\sigma}{2}+\frac{2\pi b^2g}{3}.$$
Lengthening the needle at zero field must cost energy, which requires $A>0$. For negative $g$ this means $b<3\pi\sigma/(4|g|)$, which is 4.7 nm here.

Since $d\Lambda/dh=1/h$,
$$\frac{dG}{dh}=A-\frac{\pi\varepsilon E^2h^2}{3}\,\frac{3\Lambda-1}{\Lambda^2}.$$
The zero of this derivative gives the critical height $h^*$:
$$E^2h^{*2}=\frac{3A\Lambda^2}{\pi\varepsilon(3\Lambda-1)}. \tag{1}$$
At this height the electrical term equals $Ah^*\Lambda/(3\Lambda-1)$, so the barrier is
$$W=Ah^*\left(1-\frac{\Lambda}{3\Lambda-1}\right)=Ah^*\frac{2\Lambda-1}{3\Lambda-1}. \tag{2}$$
Here $\Lambda$ is evaluated at $h^*$.

The stationary point is a single maximum in the slender range. The function $f=h^2(3\Lambda-1)/\Lambda^2$ satisfies
$$\frac{d\ln f}{d\ln h}=2+\frac{3}{3\Lambda-1}-\frac2\Lambda
=\frac{6\Lambda^2-5\Lambda+2}{\Lambda(3\Lambda-1)}.$$
The numerator has negative discriminant, so this is positive for $\Lambda>1/3$, and $dG/dh$ falls steadily through zero.

**The inverse-field law.** If $\Lambda$ varies slowly, its derivative may be dropped. Stationarity becomes $A=\pi\varepsilon E^2h^{*2}/\Lambda$, the electrical term is one third of $Ah^*$, and
$$W\simeq\frac23Ah^*=\frac{2A^{3/2}}{3E}\sqrt{\frac{\Lambda}{\pi\varepsilon}}. \tag{3}$$
The cost grows as $h$ and the gain as $E^2h^3$. They balance at $h^*\propto1/E$, and the barrier is a fixed fraction of the cost at that height.

**The logarithmic correction.** At the maximum, the change of $h^*$ does not contribute to $dW/dE$ at first order. Only the explicit $E^2$ matters:
$$\frac{d\ln W}{d\ln E}=-\frac{2}{W}\,\frac{Ah^*\Lambda}{3\Lambda-1}
=-\frac{2\Lambda}{2\Lambda-1}. \tag{4}$$
This tends to $-1$ for very long needles. In the example at 1 µs, $\Lambda=2.00$ and the exponent is $-1.33$, confirmed by direct maximization of $G$. Equation (3), with $\Lambda$ taken at the actual $h^*$, is still only 1.4% above (2) there. Freezing $\Lambda$ while the field changes is the poorer step.

## 4. Why the needle is thin

Growth may also change the radius. At fixed $h$ and $E$, $\partial\Lambda/\partial b=-1/b$. Using (1) at the critical height,
$$\frac bh\frac{\partial G}{\partial b}
=\frac{\pi^2b\sigma}{2}+\frac{4\pi b^2g}{3}-\frac{A}{3\Lambda-1}
=A\frac{3\Lambda-2}{3\Lambda-1}+\frac{2\pi b^2g}{3}.$$
In the example the first term is $1.8\times10^{-11}$ J/m and the second $-0.26\times10^{-11}$ J/m. Thickening costs energy, so the critical needle sits at the smallest conducting radius.

This local argument was supplemented by a test, at the 1 µs field, on the energy surface of exact prolate half-spheroids ($h>b$), with heights up to 14 nm and radii up to 6 nm. With an energy ceiling 2% below the thin-needle barrier, the small nucleus and the long needle are disconnected; with a ceiling 2% above, they are connected.

A compact nucleus gives a useful contrast. A conducting sphere has $p=4\pi\varepsilon R^3E$, so a hemisphere on the electrode gains $\pi\varepsilon E^2R^3$. With $d=|g|+\tfrac32\varepsilon E^2$ for negative $g$,
$$G=2\pi R^2\sigma-\frac{2\pi R^3}{3}d,\qquad
R^*=\frac{2\sigma}{d},\qquad W=\frac{8\pi\sigma^3}{3d^2}.$$
At the 1 µs field this barrier is 1.45 eV, against 0.42 eV for the needle.

## 5. From barrier to threshold voltage

Let $h$ diffuse with constant coefficient $D$ in the energy $G$. The mean time $T(h)$ to pass the barrier obeys
$$De^{G/kT_0}\frac{d}{dh}\left(e^{-G/kT_0}\frac{dT}{dh}\right)=-1,$$
where $T_0$ is the temperature and $k$ now denotes the Boltzmann constant. With a reflecting lower end $h_0$ and an absorbing end $h_1$ beyond the barrier, two integrations give
$$T(h_0)=\frac1D\int_{h_0}^{h_1}dx\,e^{G(x)/kT_0}\int_{h_0}^{x}dy\,e^{-G(y)/kT_0}.$$
For $W\gg kT_0$ the outer integral is dominated by the barrier top and the inner one by small nuclei. This gives
$$\tau=\tau_0e^{W/kT_0}, \tag{5}$$
with a prefactor that varies weakly with field and is taken constant. Evaluating the double integral with the exact half-spheroid energy and $h_0=1.01\,b$ at two fields, corresponding to nominal delays of 0.1 µs and 1 ms, gives a slope of 1.014 for $\ln T$ against $W/kT_0$. The departure from one measures the variation of everything except the barrier. It depends on how the small nuclei are treated: raising $h_0$ to $2b$ brings the slope to 0.99. For $N$ independent equivalent sites the rates add, and $\tau_0$ is replaced by $\tau_0/N$.

Inserting (3) into (5) gives the threshold voltage for delay $\tau$:
$$V=\frac{2LA^{3/2}}{3kT_0\ln(\tau/\tau_0)}\sqrt{\frac{\Lambda}{\pi\varepsilon}}. \tag{6}$$
At fixed $\Lambda$ the voltage is thus proportional to the reciprocal of a logarithm, rather than linear in a logarithm. To obtain the local slope with $\Lambda$ free to vary, note that (5) implies $d\ln W=d\ln\tau/\ln(\tau/\tau_0)$. Dividing by the exponent (4),
$$\frac{d\ln V}{d\ln\tau}=-\frac{2\Lambda-1}{2\Lambda\ln(\tau/\tau_0)}\equiv s. \tag{7}$$
Around a reference delay $\tau_r$ with voltage $V_r$, a first-order expansion yields the logarithmic law
$$V\simeq V_r\left[1+s_r\ln(\tau/\tau_r)\right],\qquad
|\ln(\tau/\tau_r)|\ll\ln(\tau_r/\tau_0). \tag{8}$$
A wider-range form follows by integrating (7) with only its exponent frozen:
$$V\simeq V_r\left[\frac{\ln(\tau_r/\tau_0)}{\ln(\tau/\tau_0)}\right]^{m},\qquad
m=\frac{2\Lambda_r-1}{2\Lambda_r}. \tag{9}$$

**Implementation.** There is no need to freeze $\Lambda$. Solve $W(h)=kT_0\ln(\tau/\tau_0)$ from (2) for $h$, then obtain $E$ from (1) and $V=EL$. The root is unique for $\Lambda>1/2$, because $(2\Lambda-1)/(3\Lambda-1)$ has derivative $1/(3\Lambda-1)^2>0$, so $W$ increases with $h$. Check afterwards that $h\gg b$ and that $h$ is well below $L$.

## 6. Worked numbers

The line energy is
$$A=(2.47-0.26)\times10^{-11}\ \mathrm{J/m}=2.21\times10^{-11}\ \mathrm{J/m},$$
or 0.1377 eV/nm. Take $\tau_0=10^{-13}$ s and $\tau=1$ µs, so that $\ln(\tau/\tau_0)=16.12$. The required barrier is $16.12\times0.02585=0.417$ eV.

The root of (2) is $h^*=5.04$ nm. As a check, $\Lambda=\ln(20.17)-1=2.004$ and
$$W=0.1377\times5.043\times\frac{3.009}{5.013}=0.417\ \mathrm{eV}.$$
Equation (1) gives $Eh^*=0.356$ V, hence $E=7.07\times10^7$ V/m and $V=0.707$ V.

The slope (7) is $-0.0466$. Multiplication by $\ln10$ gives a local rate of fall of 10.7% per decade of delay, about 0.076 V over a decade centred on 1 µs. The rate itself changes with delay: the fall is 0.086 V from 0.1 to 1 µs and 0.068 V from 1 to 10 µs. The approximate laws, all anchored at 1 µs, compare with the full slender solution as follows.

| Delay | Full (V) | Eq. (6), fixed $\Lambda$ (V) | Eq. (8) (V) |
|---|---|---|---|
| 10 ns | 0.903 | 0.990 | 0.858 |
| 0.1 ms | 0.583 | 0.550 | 0.555 |
| 10 ms | 0.498 | 0.450 | 0.404 |

At 10 ms the linear law is 19% below the full result and the fixed-$\Lambda$ reciprocal law 10% below. Equation (9), with $m=0.751$, gives
$$0.707\times(16.12/25.33)^{0.751}=0.504\ \mathrm V,$$
which is 1% high.

The slender approximation itself can be judged from the exact half-spheroid, whose barrier at the 1 µs field is 0.425 eV, 1.9% above the slender value. With $\tau_0$ held fixed in (5), this 0.008 eV raises the delay by about a third. The energy of the small nuclei, and with it the prefactor, also differs between the two descriptions, so this figure shows the sensitivity to the barrier and not the total change in delay.

## 7. The minimum field

As the field falls, the critical needle lengthens. Setting $h^*=L$ in (1) defines
$$E_{\min}=\frac1L\sqrt{\frac{3A\Lambda_L^2}{\pi\varepsilon(3\Lambda_L-1)}},\qquad
\Lambda_L=\ln\frac{2L}{b}-1. \tag{10}$$
Below $E_{\min}$ the isolated-needle energy rises over the whole film, and no critical needle fits. Taking the logarithm and using $d\Lambda_L/d\ln L=1$,
$$\frac{d\ln E_{\min}}{d\ln L}=-1+\frac1{\Lambda_L}-\frac{3}{2(3\Lambda_L-1)}
=-1+\frac{3\Lambda_L-2}{2\Lambda_L(3\Lambda_L-1)}.$$
The field varies nearly as $1/L$, so the corresponding voltage changes slowly with thickness. For $L=10$ nm the exponent is $-0.84$, the field $4.03\times10^7$ V/m and the voltage 0.403 V. Doubling the thickness raises this voltage only to 0.445 V.

The barrier at $E_{\min}$ is 0.853 eV, which corresponds to a delay of 21 s. This is the longest delay on the isolated-needle branch. By (2) the limiting barrier grows roughly as $L$: for 20 nm it is $0.1377\times20\times0.630=1.74$ eV, and the delay is of order $10^{16}$ s. In such a film the available time sets the practical threshold long before the thickness does.

## 8. Effect of the counter electrode

Equation (10) ignores the far electrode just where the needle approaches it. Odd reflection in both electrodes replaces the needle by an infinite chain of identical spheroids with period $2L$.

**Distant limit.** For $h\ll L$ the neighbours act as dipoles. Each pair at distance $2mL$ adds an axial field $4p/[4\pi\varepsilon(2mL)^3]$. Summing over $m$ gives $p\,\zeta(3)/(8\pi\varepsilon L^3)$, with $\zeta(3)=\sum m^{-3}=1.202$. Relative to $E$ this is
$$x=\frac{\zeta(3)}{6\Lambda}\left(\frac hL\right)^3 .$$
To first order the electrical gain rises by the fraction $x$, and the barrier falls by $x$ times the gain at $h^*$:
$$\frac{\delta W}{W}=-\frac{x\Lambda}{2\Lambda-1}.$$
At 1 µs, $h^*/L=0.504$ gives $x=0.0128$ and a reduction of 0.85%. The full two-electrode calculation gives 0.90%.

**Close approach.** For longer needles, expand the focal line charge as $\sum a_nP_n(t)$ with odd $n$ and $t=z'/c$. In spheroidal coordinates with $z=c\xi\eta$, the source $P_n$ produces $2Q_n(\xi)P_n(\eta)$, where $Q_n$ is the Legendre function of the second kind. Indeed, on the axis $\eta=1$ the integral $\int_{-1}^{1}P_n(t)\,dt/(\xi-t)$ equals $2Q_n(\xi)$, and the axis values fix a decaying axisymmetric solution. With $\xi_0=h/c$ on the surface and $I_n(\eta)$ the same integral summed over the image segments, zero potential requires
$$\sum_n a_n\left[2Q_n(\xi_0)P_n(\eta)+I_n(\eta)\right]=4\pi\varepsilon Ec\,\xi_0\eta .$$
Projection on odd $P_n(\eta)$ gives a small linear system. Only $a_1$ enters the moment, $p=2c^2a_1/3$, and the gain remains $pE/4$. The solver was tested against the isolated spheroid, the distant-dipole limit and a change in the number of polynomials.

At the $E_{\min}$ of (10), the two-electrode energy still has a maximum inside the film, at 8.6 nm. Its barrier is 0.801 eV and the delay 2.9 s, instead of 21 s. This comparison includes the change from slender to exact spheroid as well as the electrode effect. Hence $E_{\min}$ is a scale for the end of the simple law and not a sharp cutoff.

A limit that includes the far electrode is the field at which the energy maximum reaches a chosen tip gap, taken as contact. It depends on that choice, and a smaller gap gives a lower field. For a gap equal to $b$, used from here on, it is $3.20\times10^7$ V/m, or 0.79 of $E_{\min}$. At a field 5% lower, the computed energy rises at every sampled step from a height of 2 nm to contact. The limiting voltage is 0.320 V for 10 nm and 0.334 V for 20 nm, so the limiting field follows $1/L$ more closely than (10) does.

Even below the contact limit a fluctuation can bridge the film, but the electrical gain is then too small to produce a maximum before contact, so the needle must climb in energy all the way. Whether the bridge then survives depends on current and heating, which the model leaves out.

## 9. Limits of use

The spheroid has tip radius $b^2/h$, about 0.05 nm at 1 µs. That is below atomic size, so the continuum energy near the tip is a model and not a prediction. The field at the tip is about fifty times the applied one, or $3.5\times10^9$ V/m, and a real glass cannot be assumed to remain a linear insulator there. The charge on the needle is only about 2.3 elementary charges, so treating it as continuous is a further idealization. The barrier is also sensitive to the cutoff: when the $g$ term in $A$ is small, (3) gives $W\propto(\sigma b)^{3/2}$ apart from the logarithm. The logarithm and the $g$ term are not negligible in the example: for the exact half-spheroid at the 1 µs field the local exponents are about 1.8 in $\sigma$ and 1.2 in $b$, so a ten percent increase raises $W$ by 19% and 12% respectively. An uncertainty of ten percent in either $\sigma$ or $b$ therefore outweighs the few-percent geometrical corrections to the barrier. For fitting data, $A$ and $\tau_0$ are better treated as effective parameters, after checking at every delay that $h^*$ is much larger than $b$ and well below $L$. The example at 10 ms, with $h^*/L=0.78$, already strains the second condition: at that field the far electrode roughly halves the delay relative to the isolated exact spheroid. The numerical output following this text lists the values used.

## Computed values

```
interface energy sigma = 0.010 J/m^2
free-energy density difference g = -5.00e+06 J/m^3
minimum conducting radius b = 0.50 nm
relative permittivity = 15.0
temperature = 300 K; kT = 0.02585 eV
attempt time tau0 = 1.0e-13 s
film thickness L = 10.0 nm
line energy A = 2.2056e-11 J/m = 0.1377 eV/nm
Delay table, isolated slender needle:
delay 1e-08 s: ln(delay/tau0) = 11.513, h* = 3.696 nm, W = 0.2976 eV
  E = 9.0331e+07 V/m, V = 0.9033 V, 1/log law 0.9896 V, linear-log law 0.8584 V
delay 1e-06 s: ln(delay/tau0) = 16.118, h* = 5.043 nm, W = 0.4167 eV
  E = 7.0687e+07 V/m, V = 0.7069 V, 1/log law 0.7069 V, linear-log law 0.7069 V
delay 1e-04 s: ln(delay/tau0) = 20.723, h* = 6.396 nm, W = 0.5357 eV
  E = 5.8335e+07 V/m, V = 0.5833 V, 1/log law 0.5498 V, linear-log law 0.5553 V
delay 1e-02 s: ln(delay/tau0) = 25.328, h* = 7.750 nm, W = 0.6548 eV
  E = 4.9823e+07 V/m, V = 0.4982 V, 1/log law 0.4498 V, linear-log law 0.4037 V
Reference delay 1 microsecond:
Lambda = 2.0044; h*/b = 10.087
local exponent d ln W/d ln E: formula -1.3324, numerical -1.3324
simple 1/E barrier = 0.4226 eV; ratio to full slender barrier = 1.0142
exact-spheroid barrier = 0.4246 eV
hemisphere barrier in same field = 1.4547 eV
d ln V/d ln delay: formula -0.04657, numerical -0.04657
first-passage slope d ln(time)/d(W/kT) = 1.0136
Finite film:
Lambda at h = L: 2.6889
isolated-needle minimum field = 4.0280e+07 V/m
corresponding voltage = 0.4028 V
barrier there = 0.8528 eV; delay = 2.122e+01 s
d ln E_min/d ln L = -0.8404
minimum voltage for 2L = 0.4453 V
two-electrode barrier at reference field = 0.4208 eV; ratio to one-electrode value = 0.9910
two-electrode critical height at E_min = 8.613 nm
two-electrode barrier at E_min = 0.8010 eV; delay = 2.858e+00 s
field with energy maximum at tip gap b = 3.1986e+07 V/m; ratio to E_min = 0.7941
contact-limit voltages: L 0.3199 V, 2L 0.3338 V
contact-limit field exponent between L and 2L = -0.9386
```
